# Linear Andreev levels in a long, perfectly transparent ballistic junction, part 2

How far apart are the Andreev levels of a superconductor–normal–superconductor junction, and does their spacing depend only on the normal length $L$ or also on the gap $\Delta$ of the leads?

The model has one mode along $x$, with effective mass $m^*$, Fermi wave number $k$, velocity $v=\hbar k/m^*$ and Fermi energy $E_F$. Energies $E$ are measured from the Fermi level. The pair potential $D$ is $\Delta e^{i\varphi_L}$ for $x<0$, zero for $0<x<L$ and $\Delta e^{i\varphi_R}$ for $x>L$, with $\varphi=\varphi_R-\varphi_L$. There is no barrier or disorder.

The electron and hole amplitudes are $e^{iskx}f$ and $e^{iskx}g$. The electron moves right for $s=+1$ and left for $s=-1$. The Andreev approximation drops the second derivatives of $f$ and $g$ from the original second-order (Bogoliubov–de Gennes) equations, a relative error of about $\Delta/4E_F$, and leaves

$$
-is\hbar v f'+D\,g=E f,\qquad +is\hbar v g'+D^*f=E g. \tag{1}
$$

With $\xi=\hbar v/\Delta$, $\lambda=L/\xi$, $\varepsilon=E/\Delta$ and integer $m$, the levels obey

$$
\lambda\varepsilon+\arcsin\varepsilon=\theta=\pi\left(m+\tfrac12\right)+\frac{s\varphi}{2}. \tag{6}
$$

For small $\varepsilon$ this gives

$$
\varepsilon=\frac{\theta}{\lambda+1}-\frac{\theta^3}{6(\lambda+1)^4}+\ldots \tag{7}
$$

and, to leading order, the linear law

$$
E_{m,s}\simeq\frac{\pi\hbar v}{L+\xi}\left(m+\frac12+\frac{s\varphi}{2\pi}\right). \tag{8}
$$

The simpler "law with $L$" has $L$ in place of $L+\xi$. Levels of the two branches $s=\pm1$ cross at zero energy at $\varphi=\pi$ and meet in pairs at $\varphi=0$.

In the leads the state decays as $e^{-\kappa y}$ with distance $y$ from the interface, where $\hbar v\kappa=\sqrt{\Delta^2-E^2}$. Everywhere $|f|=|g|$.

The example is an indium arsenide quantum well with sheet density $5\times10^{11}$ cm$^{-2}$ and $m^*=0.03\,m_0$, its leads made superconducting by niobium on top. For the mode at normal incidence, $k=0.177$ nm$^{-1}$, $\hbar v=450.2$ meV nm, $E_F=39.9$ meV, $\Delta=1$ meV, $\xi=450$ nm, $L=4000$ nm and $\lambda=8.885$.

### Where the extra length comes from

The added length can be found from the wave function. Inside the normal region $|f|^2+|g|^2=2|f|^2$ is constant, and its integral is $2|f|^2L$. Each lead contributes

$$
2|f|^2\int_0^\infty e^{-2\kappa y}\,dy=\frac{|f|^2}{\kappa}.
$$

The two leads together hold $2|f|^2/\kappa$, so the fraction of the probability in the leads is

$$
P=\frac{1/\kappa}{L+1/\kappa}=\frac{1}{1+\kappa L}=\frac{1}{1+\lambda\sqrt{1-\varepsilon^2}} . \tag{10}
$$

Near zero energy $1/\kappa=\xi$ and $P=\xi/(L+\xi)$. The state occupies an effective length $L+\xi$, half a coherence length being added at each end.

The same length controls the slope. Differentiating (6) with respect to $\varphi$,

$$
\left(\lambda+\frac{1}{\sqrt{1-\varepsilon^2}}\right)\frac{d\varepsilon}{d\varphi}=\frac{s}{2},
\qquad
\frac{dE}{d\varphi}=\frac{s\hbar v}{2(L+1/\kappa)} . \tag{11}
$$

The last form follows from $\xi/\sqrt{1-\varepsilon^2}=1/\kappa$ and $\Delta\xi=\hbar v$. As a level approaches the gap edge, $\kappa$ goes to zero, the state spreads into the leads and the line flattens. The flattening is strong once $1/\kappa$ exceeds $L$, that is, for $\sqrt{1-\varepsilon^2}<1/\lambda$. Near the edge the linear law fails for the slope even in a long junction.

### Levels of the example

With $L+\xi=4450$ nm the spacing on one branch is

$$
\frac{\pi\times450.2}{4450}\ \text{meV}=0.318\ \text{meV},
$$

which corresponds to 76.8 GHz. At $\varphi=\pi/2$ the lowest positive level has $m=0$, $s=-1$ and $\theta=\pi/4$. Law (8) gives $450.2\times0.7854/4450=0.0795$ meV.

To test the chain of approximations, the original second-order equations were put on a lattice and diagonalized. The sites were 2 nm apart and each lead was 3000 nm long. The hopping was chosen to give the same $k$ and $v$. This calculation makes no Andreev approximation and allows normal reflection. At $\varphi=\pi/2$ it gives, in meV:

| Root of (6) | Lattice | Law with $L+\xi$ | Law with $L$ |
|---|---|---|---|
| 0.0794 | 0.0794 | 0.0795 | 0.0884 |
| 0.2381 | 0.2381 | 0.2384 | 0.2652 |
| 0.3961 | 0.3961 | 0.3973 | 0.4420 |
| 0.5528 | 0.5528 | 0.5562 | 0.6188 |
| 0.7072 | 0.7071 | 0.7151 | 0.7956 |

All levels below $0.8\Delta$ were compared at $\varphi=\pi/4$, $\pi/2$ and $3\pi/4$. The largest difference between lattice and root was 0.00014 of a spacing. The second row shows the cubic term at work: $\varepsilon^3/[6(\lambda+1)]$ with $\varepsilon=0.238$ is 0.00023, which is the difference between the first and third columns before rounding.

The wave functions agree with the picture too. In the lowest positive level at $\varphi=\pi/2$ the electron moves to the left, and in the next one to the right, as the labels $s=-1$ and $s=+1$ require. The lowest level has 10.1% of its weight in the leads, and (10) gives the same figure.

For the phase dependence we follow the lowest positive level. The lattice gives 0.1191, 0.0794 and 0.0397 meV at the three phases, in the ratio $3:2:1$ to this accuracy. That is the ratio of the distances $\pi-\varphi$ from the zero at $\varphi=\pi$. The slope is $-0.0506$ meV/rad, as it is from (8).

### The length law

Next $L$ is varied while $v$, $\Delta$ and $\varphi=\pi/2$ are held fixed. The two lowest positive levels, $E_1$ and $E_2$, lie on different branches. The mirror image $-E_1$ lies on the branch of $E_2$, so the spacing on that branch is $S=E_2-(-E_1)=E_1+E_2$. The lattice gives:

| $L$ (nm) | $S$ (meV) | $SL/\pi\hbar v$ | $S(L+\xi)/\pi\hbar v$ |
|---|---|---|---|
| 2000 | 0.574 | 0.812 | 0.995 |
| 4000 | 0.318 | 0.898 | 0.999 |
| 8000 | 0.167 | 0.947 | 1.000 |

The third column approaches 1 slowly, with a deficit of about $\xi/(L+\xi)$. Simple inverse proportionality is the limit of a long junction. The last column is within half a percent of 1 already at 2000 nm. The remaining deficit there is mainly the cubic term of (7), which lowers the sum of the two levels by 0.4%.

This answers the question of the first paragraph for a junction of this kind. If an error of order $\xi/L$ in the spacing is acceptable, the gap may be left out. Otherwise $L+\xi$ should be used, as long as the levels of interest lie well below the gap edge.

### A weak scatterer

Perfect transparency protects the crossing at $\varphi=\pi$. To see what a scatterer does, add a potential $V\delta(x-x_0)$ with $0<x_0<L$. It acts on the electron with a plus sign and on the hole with a minus sign.

At $\varphi=\pi$ there are two zero-energy states, one for each $s$. In the normal region their envelopes are constant. With $A^2=1/[2(L+\xi)]$ from the normalization above, we may choose

$$
f_s=A,\qquad g_s=is\,e^{-i\varphi_L}A .
$$

The diagonal matrix elements of the potential vanish, since $|f_s|^2-|g_s|^2=0$. The element between $s=-1$ and $s=+1$ is

$$
M=Ve^{2ikx_0}\left(f_-^*f_+-g_-^*g_+\right).
$$

Here $g_-^*g_+=(i e^{i\varphi_L})(i e^{-i\varphi_L})A^2=-A^2$. The electron and hole parts therefore add, and

$$
|M|=2|V|A^2=\frac{|V|}{L+\xi}.
$$

The two zero levels move to $\pm|M|$.

It remains to express $V$ through the reflection probability $R$ of the scatterer for a normal electron. Let $r$ and $t$ be the reflection and transmission amplitudes. Continuity requires $1+r=t$, and the jump of the derivative gives $ik\,t-ik(1-r)=(2m^*V/\hbar^2)\,t$. Eliminating $r$, we find $2ik(t-1)=(2m^*V/\hbar^2)t$. With $m^*/\hbar^2k=1/\hbar v$ this becomes

$$
t=\frac{1}{1+iV/\hbar v},\qquad R=1-|t|^2=\frac{(V/\hbar v)^2}{1+(V/\hbar v)^2}\simeq\left(\frac{V}{\hbar v}\right)^2 .
$$

To first order in $\sqrt R$, therefore,

$$
|E(\varphi=\pi)|=\frac{\hbar v\sqrt R}{L+\xi}. \tag{12}
$$

Close to $\varphi=\pi$ the two lines $\pm\hbar v(\varphi-\pi)/[2(L+\xi)]$ are coupled by $M$. The eigenvalues of this two-by-two problem are

$$
E=\pm\frac{\hbar v}{L+\xi}\sqrt{\left(\frac{\varphi-\pi}{2}\right)^2+R}.
$$

The linear law fails within about $2\sqrt R$ of $\varphi=\pi$. The square root makes the crossing sensitive: one percent of reflection shifts the zero levels by $\sqrt{0.01}/\pi$, or 3%, of a spacing.

The crossings at $\varphi=0$ lie at nonzero energy, and there the position of the scatterer matters. With $\cos\beta=\varepsilon$, the ratio in the normal region is $g_s/f_s=e^{-i\varphi_L+is(\beta-2Ex/\hbar v)}$. The matrix element between the two crossing states then has the magnitude

$$
|V|\,|f|^2\left|1-e^{2i(\beta-2Ex_0/\hbar v)}\right|=2|V|\,|f|^2\left|\sin\left(\frac{2Ex_0}{\hbar v}-\beta\right)\right| .
$$

At $\varphi=0$ condition (6) reads $EL/\hbar v=\beta+\pi m$, so the sine vanishes for a scatterer exactly in the middle. At other positions it is in general not zero, and the crossings at $\varphi=0$ are split as well.

On the lattice, with the scatterer in the middle, $R=0.01$ gives 0.01065 meV where (12) gives 0.01012 meV. Without any scatterer the lattice level at $\varphi=\pi$ is not quite zero, but 0.0007 meV. Through (12) this corresponds to $\sqrt R=0.007$. Each abrupt step of the gap reflects weakly by itself. At zero energy an electron returns as an electron with an amplitude of about $1/k\xi=\Delta/2E_F=0.0125$. A scatterer in front of an ideal mirror acts on both the electron and the hole, so it produces this amplitude with half the strength, $\sqrt R=\Delta/4E_F=0.006$, the size estimated for the terms dropped in the Andreev approximation. The two steps interfere, so the value depends on $kL$: in the second-order equations it swings between nearly zero and 0.0013 meV, which is $\sqrt R=2\times\Delta/4E_F$, as $L$ changes within $\pi/k=18$ nm. The same reflection splits the pairs at $\varphi=0$ by 0.002 meV at $L=4000$ nm, and by anything from nearly zero to 0.0025 meV over that range of $L$. It can add to or subtract from the effect of the scatterer, depending on the sign of $V$ and on its position on the scale $1/k$. The difference of 0.0005 meV is within that range.

### Modes at an angle, and a gradual gap

If the junction is uniform along its width, the wave number parallel to the interfaces is conserved. A mode at angle $\alpha$ to the junction normal obeys the same one-dimensional equations with $v\cos\alpha$ in place of $v$. The coherence length along $x$ changes too, so the spacing is

$$
S(\alpha)=\frac{\pi\hbar v\cos\alpha}{L+\xi\cos\alpha}. \tag{13}
$$

At $45^\circ$ this gives 0.232 meV, and the lattice agrees to within 0.0001 meV. A wide junction thus has many sets of levels, and the spacing calculated for normal incidence is the largest of them. Near grazing incidence the energy of motion along $x$, $E_F\cos^2\alpha$, is no longer large compared with $\Delta$, and the Andreev approximation fails.

The gap may also recover gradually inside the leads. At zero energy the ratio $g/f$ in each lead stays fixed for any magnitude $|D|$ with constant phase, and (1) reduces to $f'=-|D|f/\hbar v$ with distance into the lead. A weaker gap near the interface gives slower decay and a larger effective length. For a gap that rises as $\Delta\tanh(y/200\ \text{nm})$ with depth $y$, the lattice levels at $\varphi=\pi/4$ and $3\pi/4$ both correspond to an effective length of 4680 nm, against 4450 nm for the sharp step. The line remains straight, and its energies are 5% lower.

### Beside a real junction

Indium arsenide is a natural material for this model because metals form contacts to it with little or no Schottky barrier. Two of the chosen values are far from typical. The length of 4000 nm is long for such a device; at a few hundred nanometres, with the same $\xi$, the junction would not be long and the law with $L$ alone would fail. Law (8) would still serve for low levels: at 300 nm it puts the lowest level too high by 5.7%, 2.3% and 0.5% at $\varphi=\pi/4$, $\pi/2$ and $3\pi/4$. Levels higher in the gap need (6) as it stands. The mobility, taken as $10^6$ cm$^2$/Vs, is high for this material. It gives a transport mean free path $\ell=\hbar k\mu/e=11.7$ µm, where $\mu$ is the mobility. Such mobilities belong to wells buried deep below the surface, whereas a large gap induced from the top needs a shallow well. Shallow wells typically have $10^4$ to $10^5$ cm$^2$/Vs, which at this density means $\ell$ of about 0.1 to 1 µm, shorter than $L$, and the ballistic model then does not apply at this length.

The model leaves out disorder, and this mean free path allows a rough estimate of its effect. In a single mode each backscattering event reverses the momentum and so counts twice in the transport rate. This suggests the rough estimate $R=L/2\ell=4000/(2\times11667)=0.17$. In a two-dimensional well electrons are also scattered into other directions, which the estimate ignores. A single central scatterer of this strength moves the zero levels at $\varphi=\pi$ to 0.043 meV on the lattice, or 14% of a spacing, and (12) gives 0.042 meV. The crossing at $\varphi=\pi$ would then be lost. The size of the opening varies from sample to sample, and a single scatterer of this strength lies above the typical case. For 120 random arrangements of 40 weak scatterers in one mode with the same $\ell$, the mean $R$ is about 0.12 and the level at $\varphi=\pi$ has a median of 0.03 meV. In 80% of the arrangements this level lies between 0.011 and 0.054 meV, and the slope at $\varphi=\pi/2$ drops by between 7% and 29%. Scatterers away from the middle also split the crossings at $\varphi=0$, so disorder bends the lines near both phases. At $R=0.17$ the change is not confined to the crossings: with the central scatterer the lowest level is 0.123, 0.088 and 0.058 meV at $\varphi=\pi/4$, $\pi/2$ and $3\pi/4$, and its slope at $\pi/2$ is 16% smaller than in the clean junction. The same scatterer placed at $L/4$ lowers this slope by about 20%, and at 200 nm from an interface by about 27%.

At 0.1 K the thermal energy is 0.0086 meV, about one thirty-seventh of the spacing. A tunnelling probe at this temperature has a line width of $3.5k_BT=0.030$ meV, a tenth of the spacing, so the ladder of one mode is resolved, except within about 0.2 rad of $\varphi=0$ and $\pi$, where levels of the two branches lie closer than 0.023 meV and merge into one line. The 0.002 meV splitting at $\varphi=0$ is not, and the 0.02 meV opening at $\varphi=\pi$ for $R=0.01$ is narrower than the line width. An induced gap depends on energy. In the tunnelling model with parent gap $\Delta_0$ and coupling $\gamma$, the length added at low energy is $\hbar v(1/\gamma+1/\Delta_0)$ in place of $\xi$. A 1 meV gap induced by $\Delta_0=1.5$ meV needs $\gamma=2.2$ meV, which gives about 500 nm instead of 450 nm and a spacing about 1% smaller. A Rashba spin–orbit coupling of 10 to 20 meV nm, equal in leads and normal region, leaves the levels of the mode at normal incidence degenerate, because both spin bands have the same velocity. It splits the low levels of the $45^\circ$ mode by about 4% to 8% of their energy. The remaining values are collected in the numerical output.

## Values computed for the example and the checks

```
sheet density            5.0e+11 cm^-2
effective mass           0.030 m0
induced gap              1.00 meV
normal length L          4000 nm
Fermi wave number        0.1772 nm^-1
Fermi velocity           6.840e+05 m/s
hbar*v                   450.2 meV nm
Fermi energy             39.9 meV
gap / Fermi energy       0.0251
coherence length xi      450.2 nm
L / xi                   8.885
spacing, pi*hbar*v/L     0.3536 meV = 85.5 GHz
spacing, with L+xi       0.3178 meV = 76.8 GHz
Positive levels at phi = pi/2, in meV:
  theta   root     lattice  L+xi law  L law
  0.7854  0.07945  0.07944  0.07945   0.08840
  2.3562  0.23813  0.23813  0.23836   0.26519
  3.9270  0.39614  0.39613  0.39727   0.44198
  5.4978  0.55285  0.55284  0.55618   0.61878
  7.0686  0.70717  0.70713  0.71509   0.79557
Lowest positive level against phase, in meV:
  phi/pi 0.25: lattice 0.11914, L+xi law 0.11918
  phi/pi 0.50: lattice 0.07944, L+xi law 0.07945
  phi/pi 0.75: lattice 0.03973, L+xi law 0.03973
slope, lattice           -0.05055 meV/rad
slope, L+xi law          -0.05058 meV/rad
largest lattice-root gap 0.00014 of the L+xi spacing
electron direction, levels 1 and 2: -1.0004, 1.0020
weight in leads, level 1: lattice 0.1014, formula 0.1015
Lattice branch spacing S against length:
  L 2000 nm: S 0.57446 meV, S*L/(pi hbar v) 0.8123, S*(L+xi)/(pi hbar v) 0.9952
  L 4000 nm: S 0.31757 meV, S*L/(pi hbar v) 0.8981, S*(L+xi)/(pi hbar v) 0.9992
  L 8000 nm: S 0.16736 meV, S*L/(pi hbar v) 0.9466, S*(L+xi)/(pi hbar v) 0.9999
Neglected effects:
clean level at phi=pi    0.000666 meV (lattice)
mobility                 1.0e+06 cm2/Vs
transport mean free path 11667 nm
  R 0.0100: level at phi=pi 0.01065 meV (lattice), 0.01012 meV (formula)
  R 0.1714: level at phi=pi 0.04330 meV (lattice), 0.04189 meV (formula)
gap recovery length      200 nm
effective length then    4684 nm at phi=0.25pi, 4683 nm at 0.75pi
sharp-gap value L+xi     4450 nm
45-degree mode spacing   0.2315 meV (lattice), 0.2316 meV (formula)
temperature              0.10 K
thermal energy kT        0.00862 meV
L+xi spacing / kT        36.9
```
